# Why protected surface electrons still scatter: two lifetimes on Bi2Te3

**Question**

I am estimating the conductance of a thin Bi2Te3 layer in a memory stack. Its surface states are described as topologically protected against backscattering by nonmagnetic defects. Does that mean that such defects cause no surface resistance? If they do cause resistance, may I take the lifetime from the energy width of a surface state and put it straight into the mobility?

**Answer**

The answer to both questions is no. Protection removes one final direction, exact reversal, and leaves every other angle open. For weak, short-range, spin-independent disorder on an isotropic Dirac cone, the lifetime in the mobility is twice the lifetime from the level width.

**The model**

Measure energy from the Dirac point and take

$$H_0=\hbar v(k_x\sigma_y-k_y\sigma_x),\qquad E=\hbar v k>0 .$$

For $\mathbf k=k(\cos\phi,\sin\phi)$ the upper-branch spinor is

$$|\phi\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\ i e^{i\phi}\end{pmatrix},$$

with its spin in the plane and perpendicular to $\mathbf k$. For two directions separated by $\theta=\phi'-\phi$,

$$|\langle\phi'|\phi\rangle|^2=\left|\frac{1+e^{-i\theta}}{2}\right|^2=\frac{1+\cos\theta}{2}=\cos^2\frac{\theta}{2}.$$

This vanishes at $\theta=\pi$ and at no other angle.

The zero at $\theta=\pi$ does not depend on perturbation theory. Let $T=i\sigma_yK$ be time reversal, where $K$ is complex conjugation, so that $T^2=-1$. A static scalar potential leaves the full $H$ invariant, so $\mathcal U=e^{-iHt/\hbar}$ obeys $T\mathcal U=\mathcal U^\dagger T$. Since $T$ is antiunitary, $\langle a|b\rangle=\langle Tb|Ta\rangle$, and therefore

$$\langle Tk|\mathcal U k\rangle=\langle T\mathcal U k|T^2k\rangle=-\langle \mathcal U^\dagger Tk|k\rangle=-\langle Tk|\mathcal U k\rangle=0 .$$

The state $T|k\rangle$ is the one at $-\mathbf k$ in the same branch. The argument concerns that single state and says nothing about its neighbours.

**Lifetime of the state**

Let impurities of density $n_i$ sit at uncorrelated positions $\mathbf R_j$ in an area $A$, with $V=U\sum_j\delta(\mathbf r-\mathbf R_j)$. The matrix element is

$$\langle\mathbf k'|V|\mathbf k\rangle=\frac{U}{A}\langle\phi'|\phi\rangle\sum_j e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_j}.$$

For $\mathbf k'\ne\mathbf k$ the cross terms average to zero, and the squared sum becomes $n_iA$. With $w=n_iU^2$, the mean squared element is $(w/A)\cos^2(\theta/2)$.

The density of states per area is

$$N=\int_0^\infty\frac{k\,dk}{2\pi}\,\delta(\hbar vk-E_F)=\frac{E_F}{2\pi\hbar^2v^2}.$$

The golden rule, valid for weak scattering, gives the rate at which the probability of the initial state decays:

$$\frac1{\tau_q}=\frac{2\pi}{\hbar}wN\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{1+\cos\theta}{2}=\frac{\pi wN}{\hbar},\qquad \frac{\hbar}{\tau_q}=\frac{wE_F}{2\hbar^2v^2}.$$

Here $\hbar/\tau_q$ is the full width at half maximum of the level.

The normalized distribution of scattering angles is $(1+\cos\theta)/2\pi$. The fraction of events ending in the backward half-plane is

$$\int_{\pi/2}^{3\pi/2}\frac{1+\cos\theta}{2\pi}\,d\theta=\frac12-\frac1\pi\approx0.18 .$$

Nearly one collision in five therefore reverses the sign of the velocity component along the original motion.

**Lifetime of the current**

Disturb the occupation of the Fermi circle by $\delta f=C\cos\phi$, which carries a current along $x$. Let $W(\theta)\,d\theta$ be the scattering rate into $d\theta$. Then

$$\frac{\partial\,\delta f}{\partial t}=-C\int W(\theta)\,[\cos\phi-\cos(\phi+\theta)]\,d\theta .$$

Expand $\cos(\phi+\theta)=\cos\phi\cos\theta-\sin\phi\sin\theta$. The second term integrates to zero because $W$ is even. Hence $\delta f$ keeps its shape and decays at the rate

$$\frac1{\tau_{tr}}=\int W(\theta)(1-\cos\theta)\,d\theta=\frac{2\pi wN}{\hbar}\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{\sin^2\theta}{2}=\frac{\pi wN}{2\hbar}.$$

Comparison with the previous rate gives

$$\boxed{\tau_{tr}=2\tau_q}$$

There is a direct way to picture this. The mean of $\cos\theta$ per collision is $1/2$, so each collision leaves on average half of the forward velocity. The forward distance travelled is $v\tau_q(1+\tfrac12+\tfrac14+\dots)=2v\tau_q$. In the Kubo formula the same series is the sum of ladder diagrams. Evaluated with Green functions at the finite level width of the example below, it has a ratio of 0.497 per rung and a sum of 1.99.

The missing angle alone could not produce the factor, since one point contributes nothing to an integral. The factor comes from the smooth suppression of all large angles. If the spin overlap is replaced by 1, scattering is isotropic and $\tau_{tr}=\tau_q$.

A calculation that assumes neither the golden rule nor the Boltzmann equation agrees. Plane waves were propagated with the Dirac equation through 16 random scalar potentials, in units $\hbar=v=k=1$ with $w=0.06$. The state decayed at 0.0302 (predicted 0.0300) and the current at 0.0152 (predicted 0.0150). At the final time, the largest probability found at $180^\circ$ was $10^{-31}$, which is rounding error. The mean probability in a state at $143^\circ$ was $3.7\times10^{-4}$.

**Numbers for a Bi2Te3 surface**

I take rough typical band values, $\hbar v=0.26$ eV nm and $E_F=0.16$ eV. The disorder values are chosen, not measured: $n_i=5\times10^{12}$ cm$^{-2}=0.05$ nm$^{-2}$ and $U=0.2$ eV nm$^2$. Then $w=0.05\times0.2^2=0.002$ eV$^2$ nm$^2$, and

$$\frac{\hbar}{\tau_q}=\frac{0.002\times0.16}{2\times0.26^2}\ \text{eV}=2.37\ \text{meV},\qquad \tau_q=0.278\ \text{ps},\qquad \tau_{tr}=0.556\ \text{ps}.$$

The conductivity is $\sigma=e^2N\,v^2\tau_{tr}/2$, and the electron density counted from the Dirac point is $n=k_F^2/4\pi$. With $E_F=\hbar vk_F$,

$$\mu=\frac{\sigma}{en}=\frac{eE_F\tau_{tr}}{4\pi\hbar^2}\,\frac{4\pi}{k_F^2}=\frac{ev^2\tau_{tr}}{E_F}.$$

For $v=3.95\times10^5$ m/s this is $0.54$ m$^2$/Vs, or about 5400 cm$^2$/Vs. Inserting $\tau_q$ instead would give 2700 cm$^2$/Vs. The mean free path $v\tau_{tr}$ is 220 nm and $k_F=0.615$ nm$^{-1}$, so $k_Fl\approx135$, well inside the regime of weak scattering. The surface resistance is finite although exact backscattering is absent.

**When the factor is not 2**

*Magnetic disorder.* For static disorder proportional to $\sigma_z$, the overlap becomes $|\langle\phi'|\sigma_z|\phi\rangle|^2=(1-\cos\theta)/2$, which is largest at reversal. Its average is $1/2$, while its average weighted by $1-\cos\theta$ is $3/4$. Hence $\tau_{tr}/\tau_q=2/3$.

*Finite range.* A Gaussian potential $\propto e^{-r^2/2a^2}$ multiplies the rate by $e^{-q^2a^2}$, where $q^2=2k_F^2(1-\cos\theta)$. Put $x=2k_F^2a^2$, so that the angular factor is $e^{x\cos\theta}$ apart from a constant. Its angular average is the modified Bessel function $I_0(x)$, and its average with $\cos\theta$ is $I_1(x)$. Integration by parts gives $I_1(x)/x$ for the average with $\sin^2\theta$. Therefore

$$\frac{\tau_{tr}}{\tau_q}=\frac{(I_0+I_1)/2}{I_1/2x}=x\left(1+\frac{I_0(x)}{I_1(x)}\right)\approx2+x\quad(x\ll1).$$

At the $k_F$ of the example the ratio is 2.2 for $a=0.5$ nm and 6.8 for $a=2$ nm. A ratio well above 2 can thus signal smooth disorder rather than stronger protection.

*Stronger point scatterers.* Repeated scattering from one impurity replaces $U$ by $U/(1-Ug)$. Here $g$ is the Green function at the impurity site. Its spin-dependent part is odd in $\mathbf k$ and averages to zero, so $g$ is a number and the angular law survives. For dilute, independent point impurities both rates change by the same factor. With a rough energy cutoff of 0.52 eV, that factor is 0.84 for $U>0$ and 1.17 for $U<0$. It depends on the cutoff: at 1 eV the values are about 0.77 and 1.3. It also depends on the shape of the defect. For a uniform disk of radius 0.5 nm with the same integrated strength $U$, an exact sum over partial waves gives 0.79 and 1.47 relative to the golden rule for that disk, while $\tau_{tr}/\tau_q$ stays near 2.05. In this model narrower and deeper disks can be resonant and scatter far more strongly than the golden rule predicts, up to about 70 times at radii near 0.1 nm, where the cross-section reaches its upper limit $8/k_F$, while at other small radii they scatter much less, so the factors above are not general bounds.

*Hexagonal warping.* Bi2Te3 adds a term $\lambda k^3\cos3\phi\,\sigma_z$, with roughly $\lambda=0.25$ eV nm$^3$, which tilts the spin out of the plane. Let $\mathbf s$ be the unit spin vector, so the overlap is $(1+\mathbf s\cdot\mathbf s')/2$, and let $\langle\cdot\rangle$ average over states on the Fermi contour. Time reversal gives $\langle\mathbf s\rangle=0$, so $1/\tau_q=\pi wN/\hbar$ still holds with the new $N$. The steady Boltzmann equation for the path $\Lambda$ along $x$, which is odd in $\mathbf k$, is

$$v_x=\frac{1}{\tau_q}\left[\Lambda-\mathbf s\cdot\langle\mathbf s'\Lambda'\rangle\right].$$

Threefold and mirror symmetry leave just the $y$ component of the last average. Write $m=\langle s_y\Lambda\rangle$, $A=\langle s_yv_x\rangle$ and $B=\langle s_y^2\rangle$. Then $\Lambda=\tau_qv_x+s_ym$. Multiplying by $s_y$ and averaging gives $m=\tau_qA+Bm$, so $m=\tau_qA/(1-B)$ and

$$\frac{\tau_{tr}}{\tau_q}=\frac{\langle v_x\Lambda\rangle}{\tau_q\langle v_x^2\rangle}=1+\frac{A^2}{(1-B)\langle v_x^2\rangle}\le\frac1{1-B}=\frac{2}{1+\langle s_z^2\rangle}.$$

The inequality is Cauchy–Schwarz, $A^2\le B\langle v_x^2\rangle$, and the last step uses $B=(1-\langle s_z^2\rangle)/2$. In this model warping therefore lowers the ratio below 2, even though reversal stays forbidden. At fixed $E_F$ and $w$ the ratio is 1.89. The level width falls to 2.04 meV because $N$ falls, and $\tau_{tr}$ rises to 0.61 ps. The mobility rises from about 5400 to about 7000 cm$^2$/Vs.

**What this means for a real memory layer**

The mobility of 5400 cm$^2$/Vs is a model value for 4 K without warping or phonons, with the Fermi level about 0.03 eV above the bulk valence edge. With the rough phonon inputs below, phonons would lower it by about 4% at that temperature. It should not be carried over to a cell at room temperature. With a rough deformation potential of 20 eV, rough elastic constants and an assumed depth of 2 nm for the vibrating layer that the surface electrons feel, classical acoustic phonons scatter 8.5 times as strongly as the impurities at 300 K. If they are treated as elastic with the same angular law, the rates add, and at fixed electron density the mobility drops to about $5400/9.5\approx570$ cm$^2$/Vs. At fixed Fermi level the thermal rise in electron density lowers this to about 530 cm$^2$/Vs.

Bulk conduction matters as well. For a 10 nm film, an assumed hole mass of $0.5\,m_e$ and a fixed Fermi level, a three-dimensional count with Boltzmann statistics gives about $3\times10^{12}$ bulk holes per cm$^2$ at 300 K. Fermi statistics and confinement between hard walls lower this to about $2\times10^{12}$, while a density-of-states mass of $m_e$ would more than double either number. With the rough inputs chosen here, the bulk count is comparable to the $3.0\times10^{12}$ cm$^{-2}$ electrons on each of the film's two surfaces. Real films may also be doped into the bulk bands, and charged defects have long-range potentials, for which the ratio can lie far above 2. The Gaussian formula shows that trend but does not give the value for a screened charge. Electron–electron scattering and interference corrections to the conductivity are left out of these estimates. So is scattering from surface into bulk states, although at 300 K about a quarter of the thermal window that carries the current lies below the bulk valence edge, where that channel is open. The model also assumes a film thick enough to keep its two surfaces uncoupled. In a film of only a few nanometres, tunnelling between them can open a gap at the Dirac point and make reversal possible.

For your conductance estimate, then, a measured width gives $\tau_q$ only after other sources of broadening have been removed. Doubling it is justified when the remaining scattering is elastic, scalar and short-ranged compared with $1/k_F$, here 1.6 nm, and when warping is small.

The resulting $\sigma$ describes current along the surface, over a length $L$ much greater than the mean free path. That path is 220 nm in the model at 4 K and about 23 nm with the phonon estimate for 300 K. In a shorter cell electrons cross with few collisions, and the number of conducting channels limits the conductance. Even with ideal contacts, $\sigma/L$ would then overestimate the surface conductance per unit width. For $L=50$ nm the excess is a factor of about 8 at 4 K and 1.8 at 300 K. If the current in your stack flows through the thickness of the layer, this surface mobility does not give its conductance. The numerical output below lists the inputs and most of the results.

## Table of computed values

```
hbar v = 0.26 eV nm; speed = 3.950e+05 m/s
Fermi energy above Dirac point = 0.16 eV
impurity density = 5.0e+12 cm^-2; U = 0.2 eV nm^2
disorder strength w = 0.0020 eV^2 nm^2
Fermi wavevector = 0.6154 nm^-1; 1/k_F = 1.625 nm
surface carrier density = 3.014e+12 cm^-2
density of states = 0.3767 eV^-1 nm^-2
level width hbar/tau_q = 2.367 meV
quasiparticle lifetime = 0.2781 ps
transport lifetime = 0.5562 ps
transport mean free path = 219.7 nm; k_F l = 135.2
mobility = 5424 cm^2/Vs
mobility if tau_q were used = 2712 cm^2/Vs
sheet conductivity = 2.619 mS per square
mean cos(theta) per event = 0.5000
fraction into backward half-plane = 0.1817
tau_tr/tau_q, Boltzmann, scalar disorder = 2.000000
tau_tr/tau_q without spin overlap = 1.000000
tau_tr/tau_q for sigma_z disorder = 0.666667
Kubo ladder coefficient = 0.4974; vertex = 1.9898
wave packet: disorder w = 0.06, samples = 16 (hbar=v=k=1)
wave packet: box = 125.7, times 5 to 40
wave packet: state decay rate = 0.03015, theory 0.03000
wave packet: current decay rate = 0.01524, theory 0.01500
wave packet: ratio of rates = 1.979
wave packet: largest probability at 180 deg = 1.5e-31
wave packet: mean probability at 90 deg = 1.69e-03
wave packet: mean probability at 143.1 deg = 3.67e-04
warping parameter = 0.25 eV nm^3
warped k_F range = 0.5846 to 0.6154 nm^-1
largest out-of-plane spin fraction = 0.312
warped tau_tr/tau_q = 1.8875; mesh shift = 3.4e-14
warped level width = 2.043 meV
warped transport lifetime = 0.6080 ps
warped backscattering overlap = 6.1e-31
tau_tr/tau_q for potential range 0.5 nm = 2.198
tau_tr/tau_q for potential range 2.0 nm = 6.760
momentum-space energy cutoff for T-matrix = 0.52 eV
rate factor beyond Born, U > 0: 0.841; U < 0: 1.173
kT/E_F at 4 K = 0.0022; at 300 K = 0.162
rough phonon inputs: 20 eV, 7800 kg/m^3, 2500 m/s, depth 2 nm
phonon/impurity rate, classical: 0.11 at 4 K, 8.5 at 300 K
Bloch-Gruneisen temperature = 23.5 K
rough bulk inputs: edge 0.03 eV below E_F, mass 0.5 m_e, film 10 nm
bulk holes: 2.2e-28 cm^-2 at 4 K, 2.8e+12 cm^-2 at 300 K
```
